# Stress-driven ripple growth and decay during active oxidation

## Definitions and conventions

In active oxidation the oxide leaves as a gas, so the surface recedes and stays bare. Take an elastic solid below $y=h(x,t)$, with $y$ pointing out of the solid and all fields independent of $z$. Far below the surface the only in-plane stress is $\sigma_{xx}=\sigma_0$, positive in tension. The surface has unit tangent $\mathbf t$ and outward normal $\mathbf n$,

$$\mathbf t=\frac{(1,h_x)}{\sqrt{1+h_x^2}},\qquad \mathbf n=\frac{(-h_x,1)}{\sqrt{1+h_x^2}},$$

where subscripts $x,y,t$ on $h$ and on potentials denote derivatives. The local tangential stress is $\sigma_t=\mathbf t\cdot\boldsymbol\sigma\,\mathbf t$.

The surface moves into the solid, along its normal, at the rate

$$R=R_0(1+\beta\sigma_t),\qquad \beta=\frac{V}{k_BT}. \tag{1}$$

This is the linear part of an activated rate $R_0\exp(V\sigma_t/k_BT)$. The activation volume $V$ may have either sign; $V>0$ means that tension speeds up the reaction. Write $m=\beta\sigma_0$ for the dimensionless load.

**Assumptions.**

1. The solid is isotropic, linearly elastic, in plane strain, free of creep, and much thicker than both the ripple wavelength and the depth removed. The remote stress stays fixed.
2. The surface carries no traction.
3. Temperature and oxygen supply are uniform along the surface, and $R$ depends on position through $\sigma_t$ alone.
4. The ripple wavevector lies along the stress axis, $1+m>0$, and the slope is small compared with both 1 and $|m|$.

## Theorem

Let $h=-\bar Rt+a(t)\cos kx$ with $k>0$. To first order in $ak$,

$$a(t)=a(0)e^{st},\qquad s=2R_0\beta\sigma_0k,\qquad \bar R=R_0(1+\beta\sigma_0). \tag{2}$$

The ripple grows if $\beta\sigma_0>0$ and decays if $\beta\sigma_0<0$. The sign of stress decides the outcome only once the sign of $V$ is known: for $V>0$ tension amplifies and compression damps, and for $V<0$ the roles are exchanged.

## Lemma 1: motion of the surface

The height obeys

$$h_t=-R\sqrt{1+h_x^2}. \tag{3}$$

**Proof.** A surface point that stays at fixed $x$ has velocity $(0,h_t)$. Its component along $\mathbf n$ is $h_t/\sqrt{1+h_x^2}$, which must equal $-R$. ∎

Since $\sqrt{1+h_x^2}=1+\tfrac12h_x^2+\dots$, the slope factor has no first-order part. Without stress, a shallow ripple is therefore carried down unchanged at this order.

## Lemma 2: stress on the rippled surface

For $h=a\cos kx$, with height measured from the mean surface,

$$\sigma_t=\sigma_0(1-2ak\cos kx)+O\big(\sigma_0(ak)^2\big). \tag{4}$$

**Proof.** Zero traction, $\boldsymbol\sigma\mathbf n=0$, gives at $y=h$

$$-h_x\sigma_{xx}+\sigma_{xy}=0,\qquad -h_x\sigma_{xy}+\sigma_{yy}=0. \tag{5}$$

Write $\sigma_{xx}=\sigma_0+\sigma'_{xx}$, $\sigma_{xy}=\sigma'_{xy}$ and $\sigma_{yy}=\sigma'_{yy}$, where primed stresses are of order $ak\sigma_0$. At first order, products of $h_x$ with primed stresses drop out, and so does the change of a primed stress between $y=0$ and $y=h$. Hence

$$\sigma'_{xy}=\sigma_0h_x=-\sigma_0ak\sin kx,\qquad \sigma'_{yy}=0\qquad (y=0). \tag{6}$$

An Airy function $\varphi$ with

$$\sigma'_{xx}=\varphi_{yy},\quad \sigma'_{yy}=\varphi_{xx},\quad \sigma'_{xy}=-\varphi_{xy}$$

satisfies equilibrium identically. In an isotropic solid, compatibility of strains requires $\nabla^4\varphi=0$. For $\varphi=f(y)\cos kx$ this reads $(d^2/dy^2-k^2)^2f=0$. The solutions that decay as $y\to-\infty$ are $f=(A+By)e^{ky}$.

At $y=0$, $\sigma'_{yy}=-k^2A\cos kx$, so $A=0$. The other stresses are then

$$\sigma'_{xy}=kB(1+ky)e^{ky}\sin kx,\qquad \sigma'_{xx}=B(2k+k^2y)e^{ky}\cos kx.$$

Comparison of the first with (6) at $y=0$ gives $kB=-\sigma_0ak$, so $B=-a\sigma_0$. The second becomes $\sigma'_{xx}(y=0)=-2ak\sigma_0\cos kx$. Finally,

$$\sigma_t=\frac{\sigma_{xx}+2h_x\sigma_{xy}+h_x^2\sigma_{yy}}{1+h_x^2}=\sigma_0+\sigma'_{xx}+O\big(\sigma_0(ak)^2\big),$$

which is (4). ∎

A crest stands partly outside the load path and is relieved. A trough concentrates the stress. This holds for the magnitude of either tension or compression.

## Proof of the theorem

Put (4) into (1), and the result into (3). To first order,

$$h_t=-R_0\left[1+\beta\sigma_0-2\beta\sigma_0ak\cos kx\right].$$

The assumed profile has $h_t=-\bar R+\dot a\cos kx$. Equating the uniform parts gives $\bar R=R_0(1+\beta\sigma_0)$. Equating the coefficients of $\cos kx$ gives $\dot a=2R_0\beta\sigma_0k\,a$, whose solution is (2). ∎

When $m>0$, the reaction is faster in the troughs, which deepen relative to the crests. When $m<0$, it is faster at the crests, which are planed away.

**Corollary.** Over a receded depth $D=\bar Rt$,

$$\ln\frac{a(t)}{a(0)}=2kD\,\frac{\beta\sigma_0}{1+\beta\sigma_0}, \tag{7}$$

because $st=2R_0mk\,(D/\bar R)$. At fixed stress and temperature, $R_0$ has cancelled: a faster reaction reaches the same amplification sooner, at the same depth.

## Remark 1: other dependences on stress

For a smooth law $R=F(\sigma_t)$, expansion about $\sigma_0$ gives $R=F(\sigma_0)-2ak\sigma_0F'(\sigma_0)\cos kx$, and therefore

$$s=2k\sigma_0F'(\sigma_0). \tag{8}$$

For $F=R_0e^{\beta\sigma_t}$ the rate is $2R_0mk\,e^m$, so the linear law needs $|m|\ll1$. For $F=R_0(1+q\sigma_t^2)$ it is $4R_0q\sigma_0^2k$, which does not change when the stress is reversed. Such a term arises if elastic energy lowers the barrier. With energy density $\sigma_t^2/2E'$, plane-strain modulus $E'$ and atomic volume $\Omega$, one has $q=\Omega/(2E'k_BT)$. Its growth rate relative to (2) is

$$\frac{4R_0q\sigma_0^2k}{2R_0\beta\sigma_0k}=\frac{\Omega}{V}\frac{\sigma_0}{E'}.$$

This is small whenever $V$ is comparable with $\Omega$ and the elastic strain is small.

## Remark 2: smoothing and the shortest growing wavelength

Under (2) with $m>0$, the growth rate rises without limit as the wavelength shrinks. Surface energy removes this defect. Let $\kappa=-h_{xx}=ak^2\cos kx$ be the first-order curvature, positive at crests. With surface energy $\gamma$, an atom's chemical potential is raised by $\Omega\gamma\kappa$. If the reaction rate follows this shift fully, then (1) gains the term $R_0G\kappa$ with $G=\Omega\gamma/k_BT$. By (3), this adds $-R_0Gk^2a$ to $\dot a$.

Surface stress is left out here, by assumption 2. A constant surface stress $f$ would load the solid with $\sigma'_{yy}=-f\kappa$ and no shear. In the Airy function of Lemma 2 this means $B=-kA$, so $\sigma'_{xx}=-f\kappa$ as well, and $\dot a$ gains $+R_0\beta fk^2a$. For $V>0$ and $f>0$ this opposes the capillary term, and it cancels that term when $Vf=\Omega\gamma$.

Surface diffusion acts as well. With diffusivity $D_s$ and $N$ mobile atoms per area, the atom flux is $J=-(D_sN/k_BT)\,\partial_x(\Omega\gamma\kappa)$. Conservation gives

$$h_t=-\Omega J_x=M\kappa_{xx}=-Mk^4a\cos kx,\qquad M=\frac{D_sN\gamma\Omega^2}{k_BT}.$$

Altogether,

$$s_{\rm net}=2R_0mk-R_0Gk^2-Mk^4. \tag{9}$$

For $m>0$ the linear term wins at long wavelengths and the others win at short ones, so there is a cutoff and a fastest-growing wavelength. For $m<0$ all three terms damp. The elastic energy $\Omega\sigma_t^2/2E'$ has been left out of the chemical potential that drives diffusion. By (4) it would add $+2M\sigma_0^2k^3/(E'\gamma)$ to (9) for either sign of stress, which is about 0.5% of $Mk^4$ in the example below.

## Remark 3: finite slope

The second-order terms show why the slope must be small compared with $|m|$. Carry (5) to second order in $ak$, including the shift from $y=0$ to $y=h$. The second-order stresses at $y=0$ must satisfy

$$\sigma''_{xy}=h_x\sigma'_{xx}-h\,\partial_y\sigma'_{xy}=2\sigma_0(ak)^2\sin2kx,$$

$$\sigma''_{yy}=h_x\sigma'_{xy}-h\,\partial_y\sigma'_{yy}=-\sigma_0(ak)^2\cos2kx.$$

The decaying Airy function $(A_2+B_2y)e^{2ky}\cos2kx$ has, at $y=0$,

$$\begin{aligned}
\sigma''_{yy}&=-4k^2A_2\cos2kx,\\
\sigma''_{xy}&=2k(2kA_2+B_2)\sin2kx,\\
\sigma''_{xx}&=4k(kA_2+B_2)\cos2kx.
\end{aligned}$$

The two conditions give $4k^2A_2=2kB_2=\sigma_0(ak)^2$, so $\sigma''_{xx}=3\sigma_0(ak)^2\cos2kx$.

On a traction-free surface $\sigma_t=\sigma_{xx}+\sigma_{yy}$, since the trace does not depend on the axes. Its second-order part at $y=h$ is $\sigma''_{xx}+\sigma''_{yy}+h\,\partial_y(\sigma'_{xx}+\sigma'_{yy})$. The first-order trace is $-2ak\sigma_0e^{ky}\cos kx$, so the last term equals $-2\sigma_0(ak)^2\cos^2kx$. The sum is

$$\sigma_0(ak)^2(2\cos2kx-2\cos^2kx)=-2\sigma_0(ak)^2\sin^2kx. \tag{10}$$

A numerical solution with zero traction on the curved surface agrees. Its largest departure from (4) is $0.00499\,\sigma_0$ at $ak=0.05$ and $0.00125\,\sigma_0$ at $ak=0.025$, where (10) gives $0.005$ and $0.00125$.

In (3), the second-order part of $h_t$ is $-\tfrac12\bar Rh_x^2+2R_0m(ak)^2\sin^2kx$. With $\sin^2kx=\tfrac12(1-\cos2kx)$, its $\cos2kx$ coefficient is

$$R_0(ak)^2\left[\tfrac14(1+m)-m\right]=\tfrac14R_0(ak)^2(1-3m).$$

A second harmonic $c_2\cos2kx$ has its own linear rate $2s$, because its wavenumber is $2k$. Thus $\dot c_2=2sc_2+\tfrac14R_0k^2(1-3m)a(0)^2e^{2st}$. If $c_2(0)=0$, then $c_2=\tfrac14R_0k^2(1-3m)a(0)^2\,t\,e^{2st}$. Division by $a(t)$ gives

$$\frac{c_2}{a}=\frac{(1-3m)}{8|m|}\,a(t)k\,|s|t. \tag{11}$$

The small load in the denominator expresses the competition between geometric steepening and slow linear growth. For $m<1/3$ the harmonic is positive, which sharpens crests and flattens troughs.

## Remark 4: cubic crystals

Let $x$ and $y$ be cube axes. Compatibility now reads $\varphi_{xxxx}+p\,\varphi_{xxyy}+\varphi_{yyyy}=0$, with $p=(2s_{12}+s_{66})/s_{11}$. The plane-strain compliances are $s_{11}=C_{11}/\Delta$, $s_{12}=-C_{12}/\Delta$ and $s_{66}=1/C_{44}$, with $\Delta=C_{11}^2-C_{12}^2$. Therefore

$$p=\frac{C_{11}^2-C_{12}^2-2C_{12}C_{44}}{C_{11}C_{44}}.$$

Solutions $e^{\lambda ky}\cos kx$ require $\lambda^4-p\lambda^2+1=0$. Let $\lambda_1,\lambda_2$ be the roots with positive real part. The combination $\varphi=B(e^{\lambda_1ky}-e^{\lambda_2ky})\cos kx$ makes $\sigma'_{yy}$ vanish at $y=0$. There

$$\sigma'_{xy}=k^2B(\lambda_1-\lambda_2)\sin kx,\qquad \sigma'_{xx}=k^2B(\lambda_1^2-\lambda_2^2)\cos kx.$$

The shear condition (6) fixes $B$, and $\sigma'_{xx}=-(\lambda_1+\lambda_2)ak\sigma_0\cos kx$. The two roots are real and positive or complex conjugates, so $\lambda_1\lambda_2=1$. Since also $\lambda_1^2+\lambda_2^2=p$, the factor 2 in (4) is replaced by $\lambda_1+\lambda_2=\sqrt{2+p}$. In the isotropic case $2C_{44}=C_{11}-C_{12}$, so $p=2$ and the factor 2 returns.

## Worked example

The example is a model solid with round, rough parameters, suggested by silicon that oxidizes to volatile SiO. The solid is assumed to stay bare, although real silicon is expected to grow a solid oxide at this temperature and pressure: $T=1100$ K, oxygen at $10^{-4}$ Torr, $R_0=1$ nm/s, $|\sigma_0|=50$ MPa and $V=0.02$ nm³. The ripple has wavelength 1000 nm and amplitude 2 nm, so $k=2\pi/(1000\ \text{nm})=0.006283$ nm⁻¹ and $ak=0.0126$.

With $\beta=1.317$ GPa⁻¹, tension gives $m=1.317\times0.050=0.0659$. Then

$$s=2(1\ \text{nm/s})(0.06585)(0.006283\ \text{nm}^{-1})=8.27\times10^{-4}\ \text{s}^{-1}.$$

The amplitude grows by a factor $e$ in 1209 s, about 20 min. Compression of equal size shrinks it by the same factor in the same time. The receded depths differ, $1.066\times1209\approx1290$ nm in tension and $0.934\times1209\approx1130$ nm in compression, because the mean rates differ.

Nonlinear integration of (1) and (3) over this time gives amplitude factors of 2.706 and 0.3678, against $e=2.718$ and $1/e=0.3679$. The second harmonic reaches 5.2% of the first in tension and 1.1% in compression. Equation (11) gives the same rounded values. In tension the slope $ak$ ends at 0.034, about half of $m$, so growth much beyond this time lies outside the theorem.

For smoothing without surface stress, take $\Omega=0.02$ nm³, $\gamma=1$ J/m², $N=\Omega^{-2/3}$ and $D_s=10^{-10}$ cm²/s. Relative to the growth rate in tension, capillarity removes 6.3% and surface diffusion 0.7%, leaving $7.70\times10^{-4}$ s⁻¹. By (9), the fastest growth is at about 350 nm, with rate $1.6\times10^{-3}$ s⁻¹, and ripples shorter than about 210 nm decay even in tension. While slopes are small, roughness near 350 nm therefore grows about twice as fast as the 1000 nm ripple. Whether it overtakes that ripple depends on its initial amplitude and on finite-slope effects.

## Comparison with silicon

The activation volume is an assumed value of atomic size, not a measured one, and $s$ scales with it. Surface diffusivity is also uncertain: $1.5\times10^{-8}$ cm²/s would by itself cancel the growth at 1000 nm. The value $10^{-10}$ cm²/s used above is assumed and is not an upper bound for clean silicon at 1100 K. Assumed cubic stiffnesses $C_{11},C_{12},C_{44}=166,64,80$ GPa, chosen to resemble silicon, give a factor 1.73 instead of 2 for stress and wavevector along a cube axis, which lowers growth by 13.5%. The factor depends on direction: along [110] on a (001) surface it is about 1.88. The exponential law raises it by 6.8% in tension. With a round $E'=160$ GPa, elastic energy adds 0.03%. The cubic stiffnesses give $\Delta/C_{11}=141$ GPa along a cube axis, which would raise this term and the creep rate below by 13%. Oxygen arriving from gas at 300 K, with two atoms removed per molecule, could sustain at most 14.3 nm/s. If supply and reaction act in series, $1/R=1/R_{\rm kin}+1/R_{\rm sup}$, then $d\ln R/d\ln R_{\rm kin}=1-R/R_{\rm sup}$, and the stress sensitivity falls by 7%. Simply added, these corrections and the two smoothing terms lower the rate by about 21% and lengthen the growth time to roughly 25 min. Creep is the more serious limit, since a uniform 50 MPa is a high stress for silicon at 1100 K. If the stress is produced by a fixed total strain, a creep rate of $\sigma_0s/E'=2.6\times10^{-7}$ s⁻¹ would relax it within one growth time. For an assumed dislocation speed of 10 µm/s and Burgers vector of 0.38 nm, this shear rate needs about $7\times10^3$ mobile dislocations per cm². For stress along a cube axis only 0.41 of the glide shear appears as axial strain, which raises the density to about $2\times10^4$ per cm². Under fixed strain, the predicted growth thus requires a nearly dislocation-free crystal in which dislocations do not multiply. The bare surface is itself an assumption, and real silicon is not expected to meet it here: at 1100 K active oxidation needs an oxygen pressure of below a boundary of order $5\times10^{-6}$ to $10^{-5}$ Torr, so at $10^{-4}$ Torr a solid oxide should form and stop the recession. The example therefore illustrates the formulas and does not predict what silicon does under these conditions. A hotter surface or a lower oxygen pressure favours active oxidation, but the supply ceiling falls in proportion to the pressure. At $10^{-5}$ Torr it is only 1.4 nm/s, and a recession of 1 nm/s would lose about 70% of its stress sensitivity. At $5\times10^{-6}$ Torr the ceiling is 0.7 nm/s, below the assumed $R_0$, so 1 nm/s may be out of reach on bare silicon at 1100 K. Facets and residual oxide patches would also break assumption 3; their effect is not estimated here. The remaining printed values are in the numerical output.

## Values computed for the example and the checks

```
Temperature: 1100 K
Oxygen pressure: 0.0001 Torr
Oxygen gas temperature: 300 K
Unstressed recession rate R0: 1 nm/s
Stress magnitude: 50 MPa
Activation volume V: 0.02 nm^3
Ripple wavelength: 1000 nm
Initial amplitude: 2 nm
Thermal energy kB*T: 0.09479 eV
Wavenumber k: 0.006283 1/nm
Initial slope a*k: 0.01257
Coefficient beta: 1.317 1/GPa
beta*sigma0 in tension: 0.06585
Stress swing 2*a*k*sigma0: 1.257 MPa
Ripple growth rate, tension: 0.0008274 1/s
Ripple growth rate, compression: -0.0008274 1/s
E-folding time: 1209 s
E-folding time in minutes: 20.14 min
Mean recession rate, tension: 1.066 nm/s
Mean recession rate, compression: 0.9342 nm/s
Depth per e-fold, tension: 1288 nm
Depth per e-fold, compression: 1129 nm
Stress remainder at a*k=0.05 (of sigma0): 0.00499
Stress remainder at a*k=0.025 (of sigma0): 0.00125
Nonlinear amplitude factor, tension: 2.706
Nonlinear amplitude factor, compression: 0.3678
Linear amplitude factor, tension: 2.718
Linear amplitude factor, compression: 0.3679
Second/first harmonic at end, tension: 0.0516
Second/first harmonic at end, compression: 0.0105
Atomic volume: 0.02 nm^3
Surface energy: 1 J/m^2
Capillary length G: 1.317 nm
Capillary damping / growth: 6.28 %
Surface diffusivity: 1e-10 cm^2/s
Surface-diffusion damping / growth: 0.673 %
Diffusivity that cancels growth: 1.49e-08 cm^2/s
Net rate with both smoothing terms: 0.0007699 1/s
Fastest-growing wavelength: 348 nm
Net rate at that wavelength: 0.00157 1/s
Cutoff wavelength: 212 nm
Plane-strain modulus: 160 GPa
Strain-energy growth / linear growth: 0.0312 %
Exponential-law change, tension: 6.81 %
Exponential-law change, compression: -6.37 %
Cubic stiffnesses C11, C12, C44: 166, 64, 80 GPa
Cubic factor replacing 2: 1.731
Growth change from anisotropy: -13.5 %
Supply-limited recession ceiling: 14.3 nm/s
Loss of stress sensitivity by supply: 6.97 %
Oxygen mean free path: 54 cm
Creep rate that relaxes stress in one e-fold: 2.59e-07 1/s
Assumed dislocation speed: 10 um/s
Assumed Burgers vector: 0.38 nm
Dislocation density at that creep rate: 6.8e+03 1/cm^2
```
